\section*{Displacement Green's Function of a Harmonic Chain with a Mass Defect}

\section*{Problem}

Atoms of mass $M$ form an infinite chain. Each is joined to its two neighbours by springs of constant $K$ and moves along the chain. Let $u_n$ be the displacement of atom $n$ from equilibrium and $p_n$ its momentum. The retarded displacement Green's function is
\begin{equation}
D_{nm}(t)=-i\,\theta(t)\,\langle[u_n(t),u_m(0)]\rangle ,\qquad
D_{nm}(\omega)=\int_{-\infty}^{\infty}\!dt\,e^{i\omega t}D_{nm}(t),
\label{def}
\end{equation}
with $\hbar=1$. The frequency has a small positive imaginary part, which is sent to zero at the end.

\begin{enumerate}
\item[(a)] Derive the equation of motion of $D$ in frequency space, allowing for different masses $M_n$.
\item[(b)] Solve it for the perfect chain, both above and inside the band of vibrational frequencies.
\item[(c)] The atom at site $0$ is replaced by one of mass $M_0=(1-\varepsilon)M$, with $\varepsilon<1$ and unchanged springs. Express the new Green's function through the old one.
\item[(d)] For which $\varepsilon$ is there a mode above the band, and what is its frequency? Discuss a slightly lighter and a very light defect.
\item[(e)] Find the displacement pattern of this mode and the fraction of its kinetic energy carried by the defect atom. What happens to the rest of the defect atom's spectral weight?
\item[(f)] Evaluate the results for $M=50000\,m_e$, $K=0.05\,E_h/a_0^2$ and $M_0=M/2$. These are round model parameters and stand for no particular material.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Equation of motion}

The Hamiltonian is
\begin{equation}
H=\sum_n\frac{p_n^2}{2M_n}+\frac K2\sum_n(u_{n+1}-u_n)^2 ,\qquad [u_n,p_m]=i\delta_{nm}.
\end{equation}
Heisenberg's equations are linear:
\begin{equation}
\dot u_n=\frac{p_n}{M_n},\qquad
\dot p_n=-\sum_m\Phi_{nm}u_m,\qquad
\Phi_{nn}=2K,\quad \Phi_{n,n\pm1}=-K ,
\end{equation}
and all other elements of $\Phi$ vanish. Hence $u_n(t)$ is a linear combination of the initial $u$'s and $p$'s, and its commutator with $u_m(0)$ is a number, not an operator. The average in \eqref{def} therefore has no effect: in this harmonic model $D$ does not depend on temperature.

Differentiate $D$ once. The derivative of $\theta(t)$ is $\delta(t)$, and it multiplies $[u_n(0),u_m(0)]=0$. Only the derivative of $u_n(t)$ remains:
\begin{equation}
\dot D_{nm}(t)=-i\theta(t)\frac{1}{M_n}\langle[p_n(t),u_m(0)]\rangle .
\end{equation}
Now the delta function from a second differentiation multiplies $[p_n,u_m]=-i\delta_{nm}$. Since $(-i)(-i)=-1$,
\begin{equation}
M_n\ddot D_{nm}(t)=-\delta(t)\delta_{nm}-\sum_j\Phi_{nj}D_{jm}(t).
\end{equation}
In the Fourier transform, two integrations by parts turn $\ddot D$ into $-\omega^2D$. The boundary terms vanish because $D=0$ for $t<0$ and the imaginary part of $\omega$ damps late times. After multiplication by $-1$,
\begin{equation}
\sum_j\left(M_n\omega^2\delta_{nj}-\Phi_{nj}\right)D_{jm}(\omega)=\delta_{nm}.
\label{eom}
\end{equation}
Thus $D(\omega)$ is the inverse of the matrix $M_n\omega^2\delta_{nj}-\Phi_{nj}$. It gives the displacement response at site $n$ to a force at site $m$, apart from a sign.

\subsection*{(b) The perfect chain}

Let all masses equal $M$. A plane wave $e^{iqn}$, where $q$ is the phase per site, satisfies
\begin{equation}
\sum_m\Phi_{nm}e^{iqm}=2K(1-\cos q)\,e^{iqn}=4K\sin^2\!\tfrac q2\;e^{iqn}.
\end{equation}
Setting this equal to $M\omega_q^2e^{iqn}$ gives the band
\begin{equation}
\omega_q=\omega_m\left|\sin\tfrac q2\right|,\qquad \omega_m=2\sqrt{K/M},
\end{equation}
and, with $l=n-m$,
\begin{equation}
D_l(\omega)=\int_{-\pi}^{\pi}\frac{dq}{2\pi}\,\frac{e^{iql}}{M(\omega^2-\omega_q^2)} .
\label{integral}
\end{equation}

The integral can be found by solving \eqref{eom} directly:
\begin{equation}
(M\omega^2-2K)D_l+K(D_{l+1}+D_{l-1})=\delta_{l0}.
\label{difference}
\end{equation}
For $l\ne0$ the trial solution $r^l$ requires
\begin{equation}
K\left(r+\frac1r\right)=-(M\omega^2-2K).
\label{char}
\end{equation}
The two roots have product one. A root $r=e^{iq}$ of modulus one would mean $\omega^2=\omega_q^2$, which is impossible above the band or for complex $\omega$. One root therefore lies inside the unit circle. Taking this root, the solution bounded on both sides is $D_l=D_0r^{|l|}$.

At $l=0$, equation \eqref{difference} reads $(M\omega^2-2K+2Kr)D_0=1$. Eliminating $M\omega^2-2K$ with \eqref{char} gives
\begin{equation}
D_0=\frac{1}{K(r-1/r)} .
\label{source}
\end{equation}
The denominator follows from $(r-1/r)^2=(r+1/r)^2-4$:
\begin{align}
K^2\left(r-\frac1r\right)^2&=(M\omega^2-2K)^2-4K^2\nonumber\\
&=M\omega^2(M\omega^2-4K)=M^2\omega^2(\omega^2-\omega_m^2),
\label{square}
\end{align}
where $4K=M\omega_m^2$ was used. The sign of the square root depends on the frequency region; from here on $\omega>0$.

\paragraph{Above the band.} For $\omega>\omega_m$ the right side of \eqref{char} is less than $-2K$, so $r$ is real and negative. Write $r=-x$ with $0<x<1$. Then $r-1/r=1/x-x$ is positive, and the positive root applies:
\begin{equation}
D_l(\omega)=\frac{(-x)^{|l|}}{M\omega\sqrt{\omega^2-\omega_m^2}} .
\label{above}
\end{equation}
Subtracting $K(1/x-x)=M\omega\sqrt{\omega^2-\omega_m^2}$ from $K(1/x+x)=M\omega^2-2K$ gives
\begin{equation}
2Kx=M\omega^2-2K-M\omega\sqrt{\omega^2-\omega_m^2}.
\label{x}
\end{equation}
A chain driven above its band responds with an amplitude that decays exponentially away from the driven site, with neighbours in antiphase. Writing $\omega=\omega_m\cosh(\kappa/2)$ in $K(1/x+x)=M\omega^2-2K$ gives $x=e^{-\kappa}$, so the range $1/\kappa$ is short well above the band and grows without bound as $\omega\to\omega_m$.

\paragraph{Inside the band.} For $0<\omega<\omega_m$ put $\omega=\omega_m\sin(k/2)$ with $0<k<\pi$. The roots are $e^{\pm ik}$, and the imaginary part of the frequency decides between them. Replace $\omega$ by $\omega+i\eta$ and $k$ by $k+i\delta$. To first order,
\begin{equation}
\eta=\tfrac12\omega_m\cos(k/2)\,\delta ,
\end{equation}
so $\delta>0$ and $|e^{i(k+i\delta)}|=e^{-\delta}<1$. Hence $r=e^{ik}$. Equation \eqref{source} gives $D_0=1/(2iK\sin k)$, and
\begin{equation}
2K\sin k=4K\sin\tfrac k2\cos\tfrac k2=M\omega\sqrt{\omega_m^2-\omega^2}.
\end{equation}
Therefore
\begin{equation}
D_l(\omega)=\frac{-i\,e^{ik|l|}}{M\omega\sqrt{\omega_m^2-\omega^2}} .
\label{inside}
\end{equation}
With the time factor $e^{-i\omega t}$ this is a wave running away from the source. It carries energy off, whereas the real response \eqref{above} does not. Both forms diverge at $\omega_m$, and this controls the effect of a weak defect.

\subsection*{(c) One different mass}

Let $D'$ be the Green's function with the defect. In \eqref{eom} only the element at site $0$ changes, from $M\omega^2$ to $(1-\varepsilon)M\omega^2$. In matrix form,
\begin{equation}
D'^{-1}=D^{-1}-v\,|0\rangle\langle0|,\qquad v=\varepsilon M\omega^2 .
\end{equation}
Multiplying by $D$ from the left and $D'$ from the right, and rearranging,
\begin{equation}
D'_{nm}=D_{nm}+D_{n0}\,v\,D'_{0m}.
\end{equation}
The unknown $D'_{0m}$ follows by setting $n=0$: $(1-vD_{00})D'_{0m}=D_{0m}$. Inserting it gives
\begin{equation}
D'_{nm}=D_{nm}+D_{n0}\,T\,D_{0m},\qquad
T(\omega)=\frac{\varepsilon M\omega^2}{1-\varepsilon M\omega^2D_{00}(\omega)} .
\label{T}
\end{equation}
No approximation in $\varepsilon$ has been made. The perturbation sits on one site because the springs are unchanged; altered springs would also change matrix elements involving the neighbours.

\subsection*{(d) The mode above the band}

A discrete mode is a pole of $D'$. Above the band $D$ has no pole, so the pole must come from $T$. With \eqref{above}, the condition $1=\varepsilon M\omega^2D_{00}$ becomes
\begin{equation}
1=\frac{\varepsilon\,\omega}{\sqrt{\omega^2-\omega_m^2}} .
\label{pole}
\end{equation}
The right side has the sign of $\varepsilon$, so a heavier atom ($\varepsilon<0$) gives no solution. For $0<\varepsilon<1$ the right side falls steadily from $+\infty$ at the band edge to $\varepsilon<1$ at high frequency, and it equals one once. Squaring gives $\omega^2-\omega_m^2=\varepsilon^2\omega^2$, hence
\begin{equation}
\boxed{\;\omega_L=\frac{\omega_m}{\sqrt{1-\varepsilon^2}},\qquad 0<\varepsilon<1\;}
\label{wL}
\end{equation}
Inside the band, \eqref{inside} turns the denominator of $T$ into $1+i\varepsilon\omega/\sqrt{\omega_m^2-\omega^2}$. Its modulus is at least one, so no pole appears there.

\paragraph{Slightly lighter atom.} For small $\varepsilon$,
\begin{equation}
\omega_L-\omega_m\simeq\tfrac12\varepsilon^2\omega_m .
\end{equation}
The splitting is quadratic in the mass change, yet there is no threshold: the divergence of $D_{00}$ at the band edge compensates for any small positive $\varepsilon$. In a lattice where $M\omega^2D_{00}$ stayed bounded above the band, the same pole condition could not be met for sufficiently small $\varepsilon$.

\paragraph{Very light atom.} Since $1-\varepsilon^2=(1-\varepsilon)(1+\varepsilon)=(M_0/M)(2-M_0/M)$, the limit $M_0\ll M$ gives
\begin{equation}
\omega_L\simeq\omega_m\sqrt{\frac{M}{2M_0}}=\sqrt{\frac{2K}{M_0}} .
\end{equation}
This is the frequency of an atom held by two springs between fixed walls: the heavy neighbours hardly follow.

\subsection*{(e) Shape and weight of the mode}

Let $u_n^\lambda$ be the real mode vectors with $\Phi u^\lambda=\omega_\lambda^2M_nu^\lambda$, normalized by $\sum_nM_nu_n^\lambda u_n^{\lambda'}=\delta_{\lambda\lambda'}$. Completeness then reads $\sum_\lambda u_n^\lambda u_m^\lambda=\delta_{nm}/M_n$, and
\begin{equation}
D'_{nm}(\omega)=\sum_\lambda\frac{u_n^\lambda u_m^\lambda}{\omega^2-\omega_\lambda^2} .
\label{modes}
\end{equation}
Indeed, applying $M_n\omega^2-\Phi$ cancels each denominator and leaves $M_n\sum_\lambda u_n^\lambda u_m^\lambda=\delta_{nm}$. For the infinite chain the sum over band modes becomes an integral.

The term of \eqref{T} that has the pole at $\omega_L$ is proportional to $D_{n0}D_{0m}$. Comparison with \eqref{modes} shows that the localized mode has $u_n\propto D_{n0}(\omega_L)\propto(-x)^{|n|}$. At the pole $\sqrt{\omega_L^2-\omega_m^2}=\varepsilon\omega_L$ and $M\omega_L^2=4K/(1-\varepsilon^2)$, so \eqref{x} becomes
\begin{equation}
2Kx=(1-\varepsilon)M\omega_L^2-2K=\frac{4K}{1+\varepsilon}-2K=2K\,\frac{1-\varepsilon}{1+\varepsilon}.
\end{equation}
Thus
\begin{equation}
u_n=u_0(-1)^n x^{|n|},\qquad x=\frac{1-\varepsilon}{1+\varepsilon}.
\label{shape}
\end{equation}
Newton's equation for the defect confirms this: $M_0\omega_L^2u_0=2K(1+x)u_0=4Ku_0/(1+\varepsilon)$, which is \eqref{wL} again. For small $\varepsilon$, $x\simeq1-2\varepsilon$, and the amplitude falls by a factor $e$ over about $1/(2\varepsilon)$ sites. A weakly split mode is therefore a wide one.

All atoms pass through equilibrium together, so the defect's share of the kinetic energy is $W=M_0u_0^2$ in the chosen normalization. The geometric series gives
\begin{equation}
\frac{1}{Mu_0^2}=1-\varepsilon+2\sum_{n=1}^{\infty}x^{2n}
=1-\varepsilon+\frac{2x^2}{1-x^2}.
\end{equation}
From $1-x^2=4\varepsilon/(1+\varepsilon)^2$ the last term is $(1-\varepsilon)^2/(2\varepsilon)$. The sum is $(1-\varepsilon)(1+\varepsilon)/(2\varepsilon)$, and
\begin{equation}
W=(1-\varepsilon)Mu_0^2=\frac{2\varepsilon}{1+\varepsilon}.
\label{W}
\end{equation}

To follow the remaining weight, define for $\omega>0$
\begin{equation}
A(\omega)=-\frac{2M_0\omega}{\pi}\,\mathrm{Im}\,D'_{00}(\omega)
=\sum_\lambda M_0(u_0^\lambda)^2\,\delta(\omega-\omega_\lambda).
\end{equation}
The second form follows from \eqref{modes}, because the imaginary part of $1/[(\omega+i0)^2-\omega_\lambda^2]$ is $-\pi\delta(\omega-\omega_\lambda)/(2\omega_\lambda)$. By completeness the total weight is one. In the band put $s=\sqrt{\omega_m^2-\omega^2}$. Then $D_{00}^{-1}=iM\omega s$ and
\begin{equation}
D'_{00}=\frac{1}{M(i\omega s-\varepsilon\omega^2)},\qquad
A(\omega)=\frac{2(1-\varepsilon)}{\pi}\,\frac{s}{s^2+\varepsilon^2\omega^2}.
\end{equation}
Substitute $\omega=\omega_m\sin\vartheta$ and then $y=\tan\vartheta$:
\begin{align}
\int_0^{\omega_m}\!A\,d\omega
&=\frac{2(1-\varepsilon)}{\pi}\int_0^\infty\frac{dy}{(1+y^2)(1+\varepsilon^2y^2)}\nonumber\\
&=\frac{2(1-\varepsilon)}{\pi(1-\varepsilon^2)}\int_0^\infty\!dy\left[\frac{1}{1+y^2}-\frac{\varepsilon^2}{1+\varepsilon^2y^2}\right]
=\frac{1-\varepsilon}{1+|\varepsilon|} .
\label{band}
\end{align}
The two terms integrate to $\pi/2$ and $|\varepsilon|\pi/2$; the value at $\varepsilon=-1$ follows by continuity. For a light defect the band retains $(1-\varepsilon)/(1+\varepsilon)$, which together with \eqref{W} makes one. For a heavy defect $|\varepsilon|=-\varepsilon$, and the band holds the full weight, as it must when no mode has left it.

\subsection*{(f) Numbers}

Here $\varepsilon=1-25000/50000=0.5$. The top of the band is
\begin{equation}
\omega_m=2\sqrt{0.05/50000}\;E_h=2.000\times10^{-3}\,E_h ,
\end{equation}
or $439\ \mathrm{cm}^{-1}$. The localized mode lies at
\begin{equation}
\omega_L=\frac{2.000\times10^{-3}}{\sqrt{1-0.25}}\,E_h=2.309\times10^{-3}\,E_h ,
\end{equation}
or $507\ \mathrm{cm}^{-1}$, about $15\%$ above the band edge. As a check on the pole condition, the average over $q$ in \eqref{integral} gives $D_{00}(\omega_L)=7.500\,a_0^2/E_h$. The required value is
\begin{equation}
\frac{1}{\varepsilon M\omega_L^2}=\frac{1}{0.5\times50000\times(2.309\times10^{-3})^2}\,\frac{a_0^2}{E_h}=7.50\,\frac{a_0^2}{E_h}.
\end{equation}

The decay factor is $x=0.5/1.5=1/3$, so the relative displacements at sites $0,1,2,3$ are $1$, $-0.333$, $0.111$ and $-0.037$. The defect carries $W=1/1.5=0.667$ of the kinetic energy. Each nearest neighbour has twice its mass and one ninth of its squared velocity, hence $2/9$ of its kinetic energy; the pair contributes $2\times(2/9)\times0.667=0.296$. These three atoms thus hold $96\%$. The numerical band integral of $A$ is $0.333$, which completes the weight.

Diagonalizing a ring of $400$ atoms gives the same $\omega_L$ to the printed digits, and its next mode lies just below $\omega_m$. For other defects, the highest ring frequencies show both limits of part (d). At $\varepsilon=0.1$ the ratio to $\omega_m$ is $1.0050$, matching $1+\varepsilon^2/2=1.005$. At $\varepsilon=0.8$ it is $1.667$, while the fixed-wall estimate $\sqrt{M/(2M_0)}=1/\sqrt{0.4}=1.581$ is $5\%$ lower: the neighbours still move appreciably.

For the heavy defects $\varepsilon=-0.5$ and $\varepsilon=-2$ the highest ratio is $0.999992$ rather than one. This is a finite-ring effect. On a ring of $N$ atoms, with $N$ even, the symmetric band modes are $u_n=(-1)^n\cos[g(N/2-|n|)]$, with $\omega=\omega_m\cos(g/2)$. Newton's equation at the defect then requires
\begin{equation}
\tan\frac{gN}{2}=-\varepsilon\cot\frac g2 .
\end{equation}
Near the band top $g$ is of order $\pi/N$, and the right side is of order $|\varepsilon|N$. For $|\varepsilon|N\gg1$, as in both cases here, it is large, so $gN/2\simeq\pi/2$. For $N=400$ this gives $\omega/\omega_m\simeq\cos(\pi/800)=0.999992$. The difference from one vanishes as $N$ grows, and no mode is left above the band. A direct time integration of the commutator in \eqref{def}, on a ring of $161$ atoms with $M=1.7$, $K=0.6$ and at the complex frequencies $0.5\,\omega_m+0.1i$ and $1.3\,\omega_m+0.1i$, reproduces the formulas for $D$ and for $D'$ (with $\varepsilon=0.4$), continued to these frequencies, to better than $10^{-7}$.

\section*{Numbers as computed}
\begin{verbatim}
WORKED EXAMPLE (Hartree atomic units)
host mass M = 50000 m_e
defect mass M0 = 25000 m_e
spring K = 0.050 E_h/a0^2
mass defect eps = 0.500 (no unit)
top of band w_m = 2.000000e-03 E_h = 438.95 cm^-1
local mode w_L, formula = 2.309401e-03 E_h = 506.85 cm^-1
local mode from pole of q-average = 2.309401e-03 E_h
highest mode, ring of 400 atoms = 2.309401e-03 E_h
second highest mode of this ring = 1.999984e-03 E_h
w_L/w_m = 1.154701 (no unit)
splitting w_L - w_m = 3.0940e-04 E_h
D_0(w_L), q-average = 7.500000 a0^2/E_h
1/(eps M w_L^2) = 7.500000 a0^2/E_h
decay factor x, formula = 0.333333 (no unit)
u_0/u_0 from ring = +1.000000 (no unit)
u_1/u_0 from ring = -0.333333 (no unit)
u_2/u_0 from ring = +0.111111 (no unit)
u_3/u_0 from ring = -0.037037 (no unit)
u_4/u_0 from ring = +0.012346 (no unit)
weight W on defect, formula = 0.666667 (no unit)
weight W on defect, ring = 0.666667 (no unit)
defect-atom weight left in band, integral = 0.333333 (no unit)
in-band D_0 at w_m/2: imaginary part = -11.5470 a0^2/E_h
HIGHEST RING FREQUENCY / w_m FOR OTHER DEFECTS (no unit)
eps = +0.1, M0/M = 0.9: 1.005038
eps = +0.3, M0/M = 0.7: 1.048285
eps = +0.5, M0/M = 0.5: 1.154701
eps = +0.8, M0/M = 0.2: 1.666667
eps = -0.5, M0/M = 1.5: 0.999992
eps = -2.0, M0/M = 3.0: 0.999992
COMMUTATOR TEST (units with hbar = 1, M = 1.7, K = 0.6)
largest error, perfect chain = 6.7e-08
largest error, chain with eps = 0.4: 4.3e-09
\end{verbatim}
